# Competing spin-orbit contributions to the conduction-band splitting at K

Q: The conduction state at K in a 2H monolayer MX\(_2\) is mostly metal \(d_{z^2}\). That orbital has no angular momentum about the normal. Why should its two spin states differ in energy at all?

A: Its chalcogen admixture and its virtual transitions can both split them. To see which orbitals take part, use five metal \(d\) orbitals and three \(p\) orbitals on each chalcogen, taken as orthogonal. The plane \(z=0\) through the metal atoms is a mirror. With \(\hbar=1\), define

\[
p_{\pm1}=\mp\frac{p_x\pm ip_y}{\sqrt2},\quad
d_{\pm1}=\mp\frac{d_{xz}\pm id_{yz}}{\sqrt2},\quad
d_{\pm2}=\frac{d_{x^2-y^2}\pm id_{xy}}{\sqrt2},
\]

with \(p_0=p_z\) and \(d_0=d_{z^2}\). The upper neighbours of a metal atom lie at azimuths \(\phi_j=-\pi/2+2\pi j/3\), \(j=0,1,2\), and the lower ones directly beneath them. For lattice constant \(a_0\), take \(\mathbf K=(4\pi/3a_0,0)\). The Bloch phase to neighbour \(j\) is then \(e^{2\pi ij/3}\).

Q: Which \(p\) orbital may mix with \(d_0\)?

A: Rotation by \(\phi\) multiplies an orbital \(m\) by \(e^{-im\phi}\), so a hop from \(p_{m'}\) to \(d_m\) along azimuth \(\phi\) is \(e^{i(m'-m)\phi}t_{mm'}\), where \(t_{mm'}\) belongs to \(\phi=0\). The three bonds add to

\[
t_{mm'}e^{-i(m'-m)\pi/2}\sum_{j=0}^{2}e^{2\pi ij(m'-m+1)/3}.
\]

The sum is 3 if \(m'-m+1\) is a multiple of 3, and zero otherwise. Hence \(d_0\) meets \(p_{-1}\), \(d_1\) meets \(p_0\), and \(d_{-1}\) meets \(p_1\). Likewise \(d_2\) meets \(p_1\) and \(d_{-2}\) meets \(p_0\).

The mirror separates these pairs further. The orbitals \(d_0,d_{\pm2}\) are even and \(d_{\pm1}\) are odd. For \(p_{\pm1}\), (top + bottom)\(/\sqrt2\) is even and the difference is odd. For \(p_z\) it is the reverse, because reflection also turns the orbital over. The conduction state is therefore

\[
|c\rangle=a|d_0\rangle+b|p_{-1},\text{even}\rangle,\qquad a^2+b^2=1.
\]

Q: I would like the couplings derived, since their relative sign may matter later.

A: Put the bond in the \(xz\) plane, along \((s,0,c)\), where \(s\) and \(c\) are the sine and cosine of its polar angle. Let \(u\) be the coordinate along the bond and \(w\) the one along \((c,0,-s)\). Then \(x=su+cw\) and \(z=cu-sw\), so

\[
p_x=s\,p_u+c\,p_w,\qquad p_z=c\,p_u-s\,p_w .
\]

With a common normalization, the angular functions of \(d_{xz}\), \(d_{yz}\) and \(d_{z^2}\) are \(xz\), \(yz\) and \((3z^2-r^2)/2\sqrt3\). Substitution gives

\[
xz=sc(u^2-w^2)+(c^2-s^2)uw,\qquad yz=c\,yu-s\,yw,
\]
\[
3z^2-r^2=(3c^2-1)u^2+(3s^2-1)w^2-y^2-6sc\,uw .
\]

Let \(d_\sigma=(3u^2-r^2)/2\sqrt3\). Since \(u^2-w^2=\tfrac12(3u^2-r^2)-\tfrac12(w^2-y^2)\), the first function contains \(\sqrt3sc\,d_\sigma\). The third, divided by \(2\sqrt3\), contains \(\tfrac12(3c^2-1)d_\sigma-\sqrt3sc\,d_{uw}\). The remaining parts, \(w^2-y^2\) and \(yw\), have two units of angular momentum about the bond and do not couple to \(p\).

Let \(V_\sigma\) couple \(d_\sigma\) to \(p_u\), with \(u\) pointing from metal to chalcogen, and let \(V_\pi\) couple \(d_{uw}\) to \(p_w\) and \(d_{yu}\) to \(p_y\). Then

\[
\begin{aligned}
\langle z^2|H|p_x\rangle&=s[(c^2-s^2/2)V_\sigma-\sqrt3c^2V_\pi],\\
\langle xz|H|p_z\rangle&=s[\sqrt3c^2V_\sigma+(1-2c^2)V_\pi],\\
\langle xz|H|p_x\rangle&=\sqrt3s^2cV_\sigma+c(c^2-s^2)V_\pi,\\
\langle yz|H|p_y\rangle&=cV_\pi,
\end{aligned}
\]

where \(3c^2-1=2c^2-s^2\) was used in the first line. Three bonds give a factor 3, and the normalized top-bottom combination gives \(\sqrt2\). The definitions of the complex orbitals give

\[
t_{0,-1}=\frac{\langle z^2|H|p_x\rangle}{\sqrt2},\quad
t_{1,0}=-\frac{\langle xz|H|p_z\rangle}{\sqrt2},
\]
\[
t_{-1,1}=-\tfrac12\big[\langle xz|H|p_x\rangle-\langle yz|H|p_y\rangle\big].
\]

In the last bracket \(c^2-s^2-1=-2s^2\). The couplings \(G=3\sqrt2\,t\) are therefore

\[
\begin{aligned}
G_0&=3s[(c^2-s^2/2)V_\sigma-\sqrt3c^2V_\pi],\\
G_+&=-3s[\sqrt3c^2V_\sigma+(1-2c^2)V_\pi],\\
G_-&=-\frac{3}{\sqrt2}s^2c[\sqrt3V_\sigma-2V_\pi].
\end{aligned}
\]

The subscript \(\pm\) refers to \(d_{\pm1}\). The azimuthal prefactor is \(i\) for both \(G_0\) and \(G_+\). Absorbing it into \(p_{-1}\) and \(p_0\) together leaves their spin-orbit coupling unchanged, so the relative sign of \(G_0\) and \(G_+\) is physical.

Q: And the amplitudes \(a\) and \(b\)?

A: Let \(e_0\) and \(e_p\) be the energies at K of \(d_0\) and even \(p_{-1}\), including hopping within each atomic layer and between the two chalcogens. The upper solution of the pair is

\[
E_c=\frac{e_0+e_p}{2}+\sqrt{\left(\frac{e_0-e_p}{2}\right)^2+G_0^2}.
\]

The \(p\) row of the eigenvalue equation, \(G_0a+e_pb=E_cb\), gives \(b/a=G_0/(E_c-e_p)\).

Q: Now add spin. What happens at first order?

A: On each atom the coupling is

\[
\lambda\mathbf L\cdot\mathbf S=\lambda\left[L_zS_z+\tfrac12(L_+S_-+L_-S_+)\right],
\]

with \(\lambda_M\) on the metal and \(\lambda_X\) on each chalcogen. The first-order energy keeps the spin, so only \(L_zS_z\) enters. It vanishes on \(d_0\). On \(p_{-1}\) it is \(-\lambda_X/2\) for spin up and \(+\lambda_X/2\) for spin down. With \(\Delta=E_\uparrow-E_\downarrow\),

\[
\Delta^{(1)}=-\lambda_Xb^2 .
\]

A small \(p\) weight therefore matters because the large metal weight contributes nothing at this order.

Q: Then the metal enters by flipping the spin. But \(d_0\) up goes to \(d_1\) down, and \(d_0\) down goes to \(d_{-1}\) up, with equal strength. Don't the two shifts cancel?

A: The strengths are equal. From \(L_\pm|2,0\rangle=\sqrt6|2,\pm1\rangle\), each matrix element is \(\lambda_M\sqrt6/2=\lambda_M\sqrt{3/2}\). The energies of the intermediate states differ, because at K \(d_1\) hybridizes with \(p_z\) and \(d_{-1}\) with \(p_1\).

The chalcogen part has a flip too. Since \(L_+|1,-1\rangle=\sqrt2|1,0\rangle\), \(p_{-1}\) up goes to \(p_z\) down with element \(\lambda_X/\sqrt2\). The top-bottom sign is unchanged, so an even \(p_{-1}\) becomes an odd \(p_z\). For \(p_{-1}\) down the required \(L_-\) gives zero.

Q: Could a longer chain of flips reach other orbitals?

A: No, the chains close. In the order \(d_0\!\uparrow,p_{-1}\!\uparrow,d_1\!\downarrow,p_z\!\downarrow\), the Hamiltonian is

\[
H_\uparrow=\begin{pmatrix}
e_0&G_0&\lambda_M\sqrt{3/2}&0\\
G_0&e_p-\lambda_X/2&0&\lambda_X/\sqrt2\\
\lambda_M\sqrt{3/2}&0&e_1-\lambda_M/2&G_+\\
0&\lambda_X/\sqrt2&G_+&e_+
\end{pmatrix}.
\]

From \(d_1\!\downarrow\) the only flip is back to \(d_0\!\uparrow\), and from \(p_z\!\downarrow\) it is back to \(p_{-1}\!\uparrow\). In the order \(d_0\!\downarrow,p_{-1}\!\downarrow,d_{-1}\!\uparrow,p_1\!\uparrow\),

\[
H_\downarrow=\begin{pmatrix}
e_0&G_0&\lambda_M\sqrt{3/2}&0\\
G_0&e_p+\lambda_X/2&0&0\\
\lambda_M\sqrt{3/2}&0&e_1-\lambda_M/2&G_-\\
0&0&G_-&e_-+\lambda_X/2
\end{pmatrix}.
\]

Here \(e_1\) is the common energy of \(d_{\pm1}\), \(e_+\) that of odd \(p_z\), and \(e_-\) that of odd \(p_1\). For \(\lambda_X=50\) meV and \(\lambda_M=80\) or 210 meV, the eigenvalues of both blocks were tested against the 22-state lattice Hamiltonian and agreed within \(10^{-9}\) eV.

Q: Carry out the second order, including the interference between metal and chalcogen flips.

A: For spin up, \(|c\rangle\) couples to the odd pair \((d_1,p_z)\) through the vector \(v=(a\lambda_M\sqrt{3/2},\,b\lambda_X/\sqrt2)\). The shift is \(v^{T}Rv\), where \(R\) is the inverse of

\[
\begin{pmatrix}A&-G_+\\-G_+&B\end{pmatrix},\qquad A=E_c-e_1,\quad B=E_c-e_+ .
\]

Thus

\[
R_{dd}=\frac{B}{AB-G_+^2},\quad R_{dp}=\frac{G_+}{AB-G_+^2},\quad R_{pp}=\frac{A}{AB-G_+^2}.
\]

Dividing the first by \(B\) gives \(R_{dd}=1/(A-G_+^2/B)=-1/D_+\). The spin-down pair gives \(-1/D_-\) in the same way, with

\[
D_\pm=e_1-E_c+\frac{G_\pm^2}{E_c-e_\pm}.
\]

For spin down only the metal component of \(v\) is present. There is also a same-spin term: \(L_zS_z\) couples \(|c\rangle\) to its lower partner \(-b|d_0\rangle+a|p_{-1}\rangle\) with element \(\mp ab\lambda_X/2\). Its square is the same for both spins and cancels in \(\Delta\). The cross term carries \(2\sqrt{3/2}/\sqrt2=\sqrt3\), so

\[
\begin{aligned}
\Delta={}&-\lambda_Xb^2+\tfrac32a^2\lambda_M^2\left(\frac1{D_-}-\frac1{D_+}\right)\\
&+\sqrt3\,ab\,\lambda_M\lambda_XR_{dp}+\tfrac12b^2\lambda_X^2R_{pp}.
\end{aligned}
\]

At \(-\mathbf K\), time reversal exchanges the spins and \(\Delta\) changes sign.

Q: So symmetry forces the metal term to oppose the chalcogen term?

A: It does not. For positive \(D_\pm\), opposition requires \(D_-<D_+\), that is,

\[
\frac{G_-^2}{E_c-e_-}<\frac{G_+^2}{E_c-e_+}.
\]

This depends on bond angle, hopping and chalcogen energies. The nearer effective level then pushes spin down further below its starting energy than spin up, which makes the metal term positive. The sign of the total \(\Delta\) still depends on the other terms.

Q: Put in numbers, and show where the level energies come from.

A: Take round parameters placed to give a vertical gap near 1.7 eV at K (not the smallest gap of the model, as noted below): \(a_0=3.16\) Å, chalcogen height \(h=1.56\) Å, \(V_\sigma=2.80\) eV and \(V_\pi=-0.80\) eV. The geometry gives \(s=0.7600\), \(c=0.6499\), and hence \(G_0=2.187\), \(G_+=-4.387\), \(G_-=-5.136\) eV.

The six in-plane neighbours contribute the phase sum \(2\cos(4\pi/3)+4\cos(2\pi/3)=-3\). For a bond along \(x\), \(d_0\) has weights 1/4 and 3/4 in the \(\sigma\) and \(\delta\) channels, while \(d_{\pm1}\) is half \(\pi\) and half \(\delta\). With \(V_{dd}=(-0.80,0.20,0.20)\) eV for \((\sigma,\pi,\delta)\),

\[
e_0=-1.10-\tfrac34(-0.80+0.60)=-0.95\ \text{eV},
\]
\[
e_1=-3.50-\tfrac32(0.20+0.20)=-4.10\ \text{eV}.
\]

For the chalcogens use \(V_{pp}=(0.60,-0.20)\) eV for \((\sigma,\pi)\), both in the plane and across the nearly equal vertical distance \(2h\). The on-site energies are \(-4.40\) eV for \(p_{x,y}\) and \(-3.80\) eV for \(p_z\). The vertical hop adds to a top-plus-bottom combination and subtracts from a difference:

\[
\begin{aligned}
e_p&=-4.40-\tfrac32(0.40)-0.20=-5.20\ \text{eV},\\
e_-&=-4.40-\tfrac32(0.40)+0.20=-4.80\ \text{eV},\\
e_+&=-3.80-3(-0.20)+0.60=-2.60\ \text{eV}.
\end{aligned}
\]

These give \(E_c=-0.026\) eV and \(b/a=2.187/5.174=0.423\), so \(a^2=0.8485\) and \(b^2=0.1515\). Then

\[
D_+=-4.074+\frac{4.387^2}{2.574}=3.40\ \text{eV},
\]
\[
D_-=-4.074+\frac{5.136^2}{4.774}=1.45\ \text{eV}.
\]

Although \(|G_-|\) is larger, odd \(p_z\) lies closer to \(E_c\), and that makes \(D_+\) the larger denominator. With all else fixed, lowering \(p_z\) by 1.2 eV gives \(D_+=1.03\) eV and leaves \(D_-=1.45\) eV. Full diagonalization with \(\lambda_M=20\) meV and \(\lambda_X=0\) confirmed that the metal splitting then turns from positive to negative.

Q: Which mechanism wins?

A: Use \(\lambda_X=50\) meV for sulfur, with \(\lambda_M=80\) meV for a Mo-like and 210 meV for a W-like case. These are rough values. The orbital parameters are held fixed, so the comparison isolates the metal coupling.

The first-order term is \(-50\times0.1515=-7.58\) meV in both cases. The coefficient of \(\lambda_M^2\) is

\[
1.5\times0.8485\left(\frac1{1.4517}-\frac1{3.4021}\right)=0.503\ \text{eV}^{-1}.
\]

It gives 3.22 meV for Mo and 22.16 meV for W. With \(R_{dp}=0.501\) eV\(^{-1}\), the mixed term adds 1.24 and 3.27 meV. The last term is \(-0.09\) meV in both. Hence

\[
\Delta_{\rm Mo}=-7.58+3.22+1.24-0.09=-3.2\ \text{meV},
\]
\[
\Delta_{\rm W}=-7.58+22.16+3.27-0.09=17.8\ \text{meV}.
\]

The chalcogen wins in the first case and the metal in the second. Set the on-site energy of \(d_{\pm2}\) to \(-2.30\) eV; it fixes the 1.70 eV gap at K but does not enter \(\Delta\). In both cases the upper valence branch at this K is then mostly \(d_2\) with spin up, and the valence splittings are 159 and 417 meV. The lower conduction branch has the same spin as the valence top in the Mo-like case and the opposite spin in the W-like case.

Q: Where between them does the order reverse?

A: At fixed \(\lambda_X\) and orbital parameters, set \(\Delta=0\). With \(\lambda_M\) in eV,

\[
0.503\lambda_M^2+0.0156\lambda_M-0.00767=0.
\]

The positive root is 109 meV. Full diagonalization also gives 109 meV to this precision. The two limits are simple: as \(\lambda_M\to0\) the splitting tends to its chalcogen value, and for \(\lambda_X=0\) it starts as \(\lambda_M^2\). Doubling \(\lambda_M\) from 10 to 20 meV with \(\lambda_X=0\) multiplied the full splitting by 4.02.

Q: For W the flip element is \(210\sqrt{3/2}=257\) meV, while the nearest odd level is only 0.72 eV above \(E_c\). Is second order safe?

A: That ratio, 0.36, is not very small. Full diagonalization gives \(-3.2\) meV for Mo and 17.5 meV for W. Relative to the full values, the formula errs by 0.2% and 1.3%. For W this agreement comes from cancellation: the third- and fourth-order terms are \(+1.8\) and \(-1.9\) meV, each about a tenth of \(\Delta\). For Mo they are only about \(\pm0.05\) meV.

A sharper test scales both W couplings together. If every second-order term is present, the remainder must shrink as the cube. Going from 1/32 to 1/64 of the couplings reduced it by a factor 7.87, close to 8. In another test all spin flips were removed at the W couplings. The splitting then agreed with \(-\lambda_Xb^2\) within \(10^{-6}\) eV and no longer depended on \(\lambda_M\).

Q: How close is this to real MoS\(_2\) and WS\(_2\)?

A: Electronic-structure calculations typically give a few meV for MoS\(_2\) and roughly 30 meV for WS\(_2\), with opposite spin order. The model has the right order and scale, but its W value is low. Its on-site energies and hoppings are effective parameters, not fitted to a calculated band structure. They put the odd \(d\) on-site energy 2.4 eV below that of \(d_0\) and the odd bonding levels 8 to 10 eV below \(E_c\), which should not be read as real level positions. The parameters are meant for K only. At \(\Gamma\) the model's conduction band lies about 0.35 eV below \(E_c\) and its valence band about 0.6 eV above the valence level at K, so its smallest gap is 0.72 eV at \(\Gamma\), whereas the real monolayers have their direct gap at K. Raising the odd \(d\) level by 0.2 eV changes \(\Delta\) by \(-0.6\) meV for Mo and \(-3.7\) meV for W, about a fifth of each splitting. The model omits chalcogen \(d\) orbitals, metal \(s\) and \(p\) orbitals, overlap, off-site spin-orbit coupling and carrier exchange. Real devices also hold electrons away from K, which matters most for the small Mo splitting.

Q: By how much, at a density of \(10^{13}\) cm\(^{-2}\)?

A: If two spins and two valleys are filled equally, \(k_F=\sqrt{\pi n}=0.056\) Å\(^{-1}\). In a two-band model with gap \(g\) and velocity parameter \(v\), the conduction energy rises by

\[
\sqrt{(g/2)^2+v^2q^2}-g/2\simeq v^2q^2/g .
\]

Spin up has the smaller gap and rises faster. If \(\Delta_v\) is the valence splitting and the small conduction splitting is neglected in the gap difference, the change is about \(v^2q^2\Delta_v/g^2\). With a rough \(v=3.5\) eV Å this is \((0.196)^2\times0.159/1.70^2\) eV, or 2.1 meV, for Mo. The unexpanded expression also gives 2.1 meV, and 5.3 meV for W.

In this two-band estimate the Mo splitting shrinks from \(-3.2\) to about \(-1.1\) meV at \(k_F\), and the branches cross near 0.070 Å\(^{-1}\). This is an indication of scale, because remote bands are left out. The 22-state lattice model, whose conduction mass at K is 0.83 electron masses against 0.53 in the two-band form, gives about \(-1.7\) meV at \(k_F\), a crossing between 0.07 and 0.10 Å\(^{-1}\), and a W change of 3.2 to 3.6 meV. For W, equal filling is itself doubtful: the energy rise \(v^2k_F^2/g\) is about 23 meV, comparable with the splitting.

Q: Would room temperature or a gate field hide the effect?

A: At 300 K, \(k_BT=25.9\) meV. For nondegenerate electrons, at densities well below the \(10^{13}\) cm\(^{-2}\) used above, and with equal densities of states, the upper-to-lower population ratio is 0.88 for the Mo-like model and 0.51 for the W-like one. The densities of states are not equal, because spin up has the smaller gap and the lighter mass; with the two-band dispersion above the ratios become 0.97 and 0.40. Neither case is strongly spin polarized within a valley. A splitting of 30 meV, as quoted above for WS\(_2\), would give a ratio of 0.31 with equal densities of states.

A vertical field breaks the mirror. Its potential is odd under reflection, so it has no first-order effect on the splitting at K. A local field of 1 MV/cm puts \(\pm15.6\) meV on the two chalcogen layers and changes \(\Delta\) by \(-0.5\) μeV for Mo and \(-2.1\) μeV for W. In this model that is negligible at K, where the change grows as the square of the field. Away from K the field mixes the spins: at \(k_F\), 10 MV/cm changes the Mo-like splitting by about \(-0.5\) meV, roughly a third of its value there. The numerical output lists the values used here.

## Values computed for the example and the checks

```
lattice constant, X height: 3.16, 1.56 angstrom
V_pd sigma, pi: 2.80, -0.80 eV
V_dd sigma, pi, delta: -0.80, 0.20, 0.20 eV
V_pp sigma, pi: 0.60, -0.20 eV
on-site d0, d1, d2: -1.10, -3.50, -2.30 eV
on-site p_xy, p_z: -4.40, -3.80 eV
bond sine s, cosine c: 0.7600, 0.6499
G_0, G_+, G_-: 2.1868, -4.3870, -5.1363 eV
K energies d0, d1: -0.950, -4.100 eV
K energies p_-1 even, p_1 odd, p_z odd: -5.200, -4.800, -2.600 eV
E_c: -0.0258 eV; orbital gap: 1.698 eV
weights a^2, b^2: 0.8485, 0.1515
D_+, D_-: 3.4021, 1.4517 eV
R_dp, R_pp: 0.5009, -0.4652 1/eV
odd levels (+) from E_c: -7.775, 1.126 eV
odd levels (-) from E_c: -9.572, 0.724 eV
p_z lowered 1.2 eV: D_+, D_-: 1.025, 1.452 eV
remainder ratio on halving couplings: 7.865
metal-only splitting ratio on doubling: 4.017
critical metal coupling, formula: 109.0 meV
critical metal coupling, full: 108.7 meV
chalcogen coupling: 50.0 meV; kT at 300 K: 25.85 meV
density: 1.0e+13 cm^-2; k_F: 0.0560 1/angstrom
two-band velocity parameter: 3.50 eV angstrom
Mo-like: metal coupling 80.0 meV
  first-order chalcogen: -7.577 meV
  second-order metal: 3.217 meV
  mixed: 1.244 meV; second-order X: -0.088 meV
  Delta formula: -3.204 meV; full: -3.197 meV
  valence splitting up-down, full: 158.9 meV
  change at 1 MV/cm: -0.456 ueV
  change, odd d level +0.2 eV: -0.606 meV
  upper/lower Boltzmann ratio, 300 K: 0.884
  two-band change at k_F: 2.093 meV
  two-band branch crossing: 0.0700 1/angstrom
W-like: metal coupling 210.0 meV
  first-order chalcogen: -7.577 meV
  second-order metal: 22.164 meV
  mixed: 3.267 meV; second-order X: -0.088 meV
  Delta formula: 17.765 meV; full: 17.536 meV
  valence splitting up-down, full: 416.7 meV
  change at 1 MV/cm: -2.069 ueV
  change, odd d level +0.2 eV: -3.718 meV
  upper/lower Boltzmann ratio, 300 K: 0.507
  two-band change at k_F: 5.344 meV
```
